# The electron-phonon vertex when the overlap moves with the atoms, part 2

The problem is the electron-phonon vertex in an ultrasoft or PAW calculation, where the overlap \(S\) moves with the atoms. Hartree atomic units are used. A prime means the derivative with respect to a displacement amplitude \(u\), taken at \(u=0\); the atoms sit at \(\tau_l=R_l+u\,d_l\).

The smooth states obey \(\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n\) and \(\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}\). Write \(O_{mn}=\langle\tilde\psi_m|O|\tilde\psi_n\rangle\), \(h=\tilde H'\), \(s=S'\), \(\bar\varepsilon=(\varepsilon_m+\varepsilon_n)/2\), and define \(\Gamma^R_{mn}=h_{mn}-\varepsilon_ns_{mn}\) and \(\Gamma^{\rm sym}_{mn}=h_{mn}-\bar\varepsilon s_{mn}\). With \(\tilde\psi_n'=\sum_mc_{mn}\tilde\psi_m\), for \(m=n\) and for \(\varepsilon_m\ne\varepsilon_n\) respectively,
\[
\varepsilon_n'=h_{nn}-\varepsilon_ns_{nn},\qquad c_{mn}=\frac{\Gamma^R_{mn}}{\varepsilon_n-\varepsilon_m}. \tag{2}
\]
Orthonormality gives
\[
c_{nm}^*+s_{mn}+c_{mn}=0. \tag{3}
\]

A linear map \(T(u)\) gives the all-electron states \(\Psi_n=T\tilde\psi_n\) of the mean-field Hamiltonian \(H\), with \(\tilde H=T^{\dagger}HT\) and \(S=T^{\dagger}T\). Define \(B=T^{\dagger}T'\) and \(A=(B-B^{\dagger})/2\), so \(B=s/2+A\). The all-electron vertex \(G_{mn}=\langle\Psi_m|H'|\Psi_n\rangle\) is
\[
G_{mn}=h_{mn}-\varepsilon_n(B^{\dagger})_{mn}-\varepsilon_mB_{mn}, \tag{5}
\]
\[
G_{mn}=\Gamma^R_{mn}+(\varepsilon_n-\varepsilon_m)B_{mn}=\Gamma^{\rm sym}_{mn}+(\varepsilon_n-\varepsilon_m)A_{mn}. \tag{6}
\]

\(\tilde H\) and \(S\) alone leave \(A\) open. One convention that fixes it is symmetric (Löwdin) orthogonalization, \(T=Y\equiv S^{1/2}\), with \(H_L=Y^{-1}\tilde HY^{-1}\). In the orthonormal eigenbasis of \(S\), with eigenvalues \(\sigma_a=r_a^2\),
\[
A^L_{ab}=\frac12\,\frac{r_a-r_b}{r_a+r_b}\,s_{ab},\qquad G^L_{mn}=\langle Y\tilde\psi_m|H_L'|Y\tilde\psi_n\rangle=\Gamma^{\rm sym}_{mn}+(\varepsilon_n-\varepsilon_m)A^L_{mn}. \tag{11}
\]
The text continues with a limit of (11).

**Limit: \(s\) commutes with \(S\).** Then \(s_{ab}=0\) unless \(\sigma_a=\sigma_b\), \(A^L=0\), and the orthogonalized vertex equals the symmetric one. This includes \(S(0)=1\). In general the two differ.

The eigenvalues \(\varepsilon_n(u)\) depend on \(\tilde H\) and \(S\) alone, to every order in \(u\). So \(A\) cancels from any static level shift. At second order the sum \(\sum_m|G_{mn}|^2/(\varepsilon_n-\varepsilon_m)\) does depend on \(A\), and the term containing \(H''\) must carry the opposite dependence. The two pieces have to be formed with the same \(T\).

## 6. One-centre forms for PAW

In PAW, \(T=1+\sum_i|\chi_i\rangle\langle p_i|\) with \(\chi_i=\phi_i-\tilde\phi_i\). The all-electron and smooth partial waves \(\phi_i,\tilde\phi_i\) are taken real and join smoothly at the sphere boundary, so \(\chi_i\) vanishes outside the sphere. The projectors are confined to the sphere and obey \(\langle p_i|\tilde\phi_j\rangle=\delta_{ij}\). The assumptions are a frozen core (all these functions move rigidly with their atom), disjoint spheres, and completeness: inside the sphere a smooth function \(f\) equals \(\sum_i\tilde\phi_i\langle p_i|f\rangle\), which is needed for \(f=\tilde\psi\) and for \(f=\nabla\tilde\psi\).

Move one atom, with \(\nabla\) the derivative along its displacement. Define \(P_{in}=\langle p_i|\tilde\psi_n\rangle\). Its derivative at fixed \(\tilde\psi_n\) is \(-\int(\nabla p_i)\tilde\psi_n=+\int p_i\nabla\tilde\psi_n\) after integrating by parts, so \(P'_{in}=\langle p_i|\nabla\tilde\psi_n\rangle\). Also \(\chi_j'=-\nabla\chi_j\). Thus
\[
T'\tilde\psi_n=\sum_j\left(-\nabla\chi_j\,P_{jn}+\chi_jP'_{jn}\right),
\]
which lives in the sphere of the moved atom. There \(\Psi_m=\tilde\psi_m+\sum_i\chi_iP_{im}=\sum_i\phi_iP_{im}\), by completeness and because the other atoms' \(\chi\) vanish in this sphere. Hence
\[
B_{mn}=-\sum_{ij}P^*_{im}\langle\phi_i|\nabla\chi_j\rangle P_{jn}+\sum_{ij}P^*_{im}\langle\phi_i|\chi_j\rangle P'_{jn}. \tag{12}
\]
Introduce the sphere integrals
\[
q_{ij}=\langle\phi_i|\phi_j\rangle-\langle\tilde\phi_i|\tilde\phi_j\rangle=\langle\phi_i|\chi_j\rangle+\langle\chi_i|\tilde\phi_j\rangle,
\]
\[
\Delta_{ij}=\langle\phi_i|\nabla\phi_j\rangle-\langle\tilde\phi_i|\nabla\tilde\phi_j\rangle=\langle\phi_i|\nabla\chi_j\rangle+\langle\chi_i|\nabla\tilde\phi_j\rangle,
\]
where the second forms follow from \(\phi_j=\chi_j+\tilde\phi_j\) and \(\phi_i-\tilde\phi_i=\chi_i\). Eliminating \(\langle\phi_i|\nabla\chi_j\rangle\) and \(\langle\phi_i|\chi_j\rangle\) from (12) leaves \(-P^*\Delta P+P^*qP'\) plus the remainder
\[
\sum_iP^*_{im}\Big[\langle\chi_i|\nabla\sum_j\tilde\phi_jP_{jn}\rangle-\langle\chi_i|\sum_j\tilde\phi_jP'_{jn}\rangle\Big].
\]
The first sum is \(\tilde\psi_n\) by completeness for \(\tilde\psi_n\), the second is \(\nabla\tilde\psi_n\) by completeness for \(\nabla\tilde\psi_n\), and the bracket vanishes. So
\[
B_{mn}=\sum_{ij}\left(-P^*_{im}\Delta_{ij}P_{jn}+P^*_{im}q_{ij}P'_{jn}\right).
\]
The matrix \(q\) is symmetric. The matrix \(\Delta\) is antisymmetric, since \(\Delta_{ij}+\Delta_{ji}=\int\nabla(\phi_i\phi_j-\tilde\phi_i\tilde\phi_j)\) is a surface term and the bracket vanishes on the boundary. Conjugating \(B_{nm}\) and exchanging the dummy indices gives \((B^{\dagger})_{mn}=\sum(+P^*_{im}\Delta_{ij}P_{jn}+P'^*_{im}q_{ij}P_{jn})\). The sum and half-difference are
\[
s_{mn}=\sum_{ij}q_{ij}\left(P^*_{im}P'_{jn}+P'^*_{im}P_{jn}\right), \tag{13}
\]
\[
A_{mn}=-\sum_{ij}P^*_{im}\Delta_{ij}P_{jn}+\frac12\sum_{ij}q_{ij}\left(P^*_{im}P'_{jn}-P'^*_{im}P_{jn}\right). \tag{14}
\]
The only ingredient of \(A\) beyond those of \(S\) is \(\Delta_{ij}\), the one-centre correction to the momentum matrix element. For a general pattern the terms of atom \(l\) carry the weight \(d_l\).

For a local potential \(V\), the integrand \(V(\Psi_m^*\Psi_n-\tilde\psi_m^*\tilde\psi_n)\) vanishes outside the spheres and equals \(V\sum P^*_{im}Q_{ij}P_{jn}\) inside, with \(Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\). This defines the density operator
\[
K(x)=|x\rangle\langle x|+\sum_{ij}Q_{ij}(x)|p_i\rangle\langle p_j|,\qquad T^{\dagger}VT=\int V K\,dx,\qquad\int K\,dx=S. \tag{15}
\]

**Limit: convergence in the number of partial waves.** Take one sphere of unit radius in one dimension, Legendre polynomials of degree below \(N_w\) as \(\tilde\phi_i\), projectors equal to the weight \(w(y)=(1-y^2)^4\) times the polynomials dual to them, \(\chi_0\propto w\), \(\chi_1\propto yw\), and all other \(\chi_i=0\). Two plane waves, with wave numbers of the order of the inverse radius, serve as \(\tilde\psi_0,\tilde\psi_1\), and a slowly varying cosine as \(V\). The reference \(B_{mn}\) comes from its definition, by a central difference of \(T(u)\tilde\psi_n\) and quadrature on a fine grid. The table gives the largest absolute deviation of (13), (14) and (15) over the \(2\times2\) matrix and, for scale, \(|A_{01}|\) from (14).

| \(N_w\) | \(s\) (1/bohr) | \(A\) (1/bohr) | \(V\) (Ha) | \(\lvert A_{01}\rvert\) (1/bohr) |
|---|---|---|---|---|
| 2 | \(1.5\times10^{-8}\) | \(3.2\times10^{-1}\) | \(8.6\times10^{-3}\) | 0.0891 |
| 4 | \(1.1\times10^{-8}\) | \(3.3\times10^{-3}\) | \(6.6\times10^{-6}\) | 0.1185 |
| 8 | \(1.1\times10^{-8}\) | \(1.1\times10^{-7}\) | \(1.2\times10^{-13}\) | 0.1121 |
| 12 | \(1.1\times10^{-8}\) | \(2.3\times10^{-9}\) | \(3.2\times10^{-14}\) | 0.1121 |

With two partial waves the worst element of \(A\) is wrong by more than the size of \(A_{01}\); with four the deviation is about 3% of it. In this model \(A\) converges more slowly than the potential term. The column for \(s\) does not depend on completeness, and the reason is special to the construction. The projectors span \(w\) times the polynomials of degree below \(N_w\), and \(\chi_0,\chi_1\) lie in that span, so \(\chi_i=\sum_jc_{ij}p_j\) with \(c_{ij}=\langle\chi_i|\tilde\phi_j\rangle\) by duality. Then
\[
S-1=\sum_i\left(|\chi_i\rangle\langle p_i|+|p_i\rangle\langle\chi_i|\right)+\sum_{ij}|p_i\rangle\langle\chi_i|\chi_j\rangle\langle p_j|=\sum_{ij}|p_i\rangle\left(c_{ij}+c_{ji}+\langle\chi_i|\chi_j\rangle\right)\langle p_j|,
\]
and the bracket is \(q_{ij}\). Equation (13) is exact here for every \(N_w\ge2\). The remaining \(10^{-8}\) is the truncation error of the central difference (step \(10^{-4}\) bohr): it scales as the square of the step, and with the analytic derivative \(T'\tilde\psi_n\) it falls to rounding level. The entry \(2.3\times10^{-9}\) for \(A\) at \(N_w=12\) is the same floor; the error of the expansion itself is there about \(10^{-12}\) per bohr. This column says nothing about how (13) converges when the \(\chi_i\) lie outside the span of the projectors.

## 7. The vertex term by term

The kinetic operator \(\hat t\), written as \(\tfrac12\langle\nabla f|\nabla g\rangle\), is treated like \(V\): its integrand for \(\Psi\) and for \(\tilde\psi\) differs only inside the spheres. The same holds for the difference \(\delta v\) between the true ionic potential and the smooth local one, which is confined to the sphere and contributes \(\langle\phi_i|\delta v|\phi_j\rangle\). These pieces give constants \(D^0_{ij}=\langle\phi_i|\hat t+\delta v|\phi_j\rangle-\langle\tilde\phi_i|\hat t|\tilde\phi_j\rangle\) that do not change under rigid motion. The smooth Hamiltonian has the ultrasoft form
\[
\tilde H=\hat t+\sum_{ij}D^0_{ij}|p_i\rangle\langle p_j|+\int VK\,dx,\qquad V=v_{\rm ion}+v_{\rm Hxc}[n].
\]
Differentiating, \(h=\sum D^0(|p\rangle\langle p|)'+\int V'K+\int VK'\), and from (15) \(K'=\sum Q'|p\rangle\langle p|+\sum Q(|p\rangle\langle p|)'\) with \(Q'_{ij}=-\nabla Q_{ij}\). The elements of \((|p_i\rangle\langle p_j|)'\) are \(P'^*_{im}P_{jn}+P^*_{im}P'_{jn}\). Collecting terms and subtracting \(\bar\varepsilon s\) from (13),
\[
\Gamma^{\rm sym}_{mn}=\int V'K_{mn}\,dx+\sum_{ij}\Big(\int VQ'_{ij}\,dx\Big)P^*_{im}P_{jn}+\sum_{ij}\left(D_{ij}-\bar\varepsilon q_{ij}\right)\left(P^*_{im}P'_{jn}+P'^*_{im}P_{jn}\right), \tag{16}
\]
with \(D_{ij}=D^0_{ij}+\int VQ_{ij}\). The first term is the change of potential felt by the full pair density \(K_{mn}=\tilde\psi_m^*\tilde\psi_n+\sum Q_{ij}P^*_{im}P_{jn}\). The second is the augmentation charge moving through the fixed potential. The third is the motion of the projectors, where the overlap enters only through \(D-\bar\varepsilon q\). Adding \((\varepsilon_n-\varepsilon_m)A_{mn}\) from (14) gives \(G\). In PAW codes that evaluate \(v_{\rm Hxc}\) inside the spheres on radial grids with compensation charges, the first two terms are regrouped as a smooth part plus \(\sum D'_{ij}P^*P\); the third term and (5), (6), (13), (14) keep their form.

**Limits.** For \(Q=0\), (16) is the vertex of a norm-conserving separable potential, \(V'_{mn}+\sum D^0(P^*P'+P'^*P)\). Under \(V\to V+c\), \(D\to D+cq\) and \(\bar\varepsilon\to\bar\varepsilon+c\), so \(D-\bar\varepsilon q\) is unchanged, and \(c\int Q'=0\).

## 8. Screening

It remains to find \(V'\). With Fermi occupations \(f_n=f(\varepsilon_n-\mu)\) and one spin species, \(\gamma=\sum_nf_n|\tilde\psi_n\rangle\langle\tilde\psi_n|\) and \(n(x)=\mathrm{tr}[K(x)\gamma]\). Write \(\gamma'=\sum_{mn}\gamma'_{mn}|\tilde\psi_m\rangle\langle\tilde\psi_n|\). The term \(f_n|\tilde\psi_n'\rangle\langle\tilde\psi_n|\) contributes \(f_nc_{mn}\), the term \(f_m|\tilde\psi_m\rangle\langle\tilde\psi_m'|\) contributes \(f_mc^*_{nm}\). For \(\varepsilon_m\ne\varepsilon_n\), by (2),
\[
\gamma'_{mn}=\frac{f_n(h-\varepsilon_ns)_{mn}-f_m(h-\varepsilon_ms)_{mn}}{\varepsilon_n-\varepsilon_m}=F_{mn}h_{mn}-\frac{f_n\varepsilon_n-f_m\varepsilon_m}{\varepsilon_n-\varepsilon_m}s_{mn},\qquad F_{mn}=\frac{f_n-f_m}{\varepsilon_n-\varepsilon_m}.
\]
The identity \(f_n\varepsilon_n-f_m\varepsilon_m=(f_n-f_m)\bar\varepsilon+\bar f(\varepsilon_n-\varepsilon_m)\), with \(\bar f=(f_m+f_n)/2\), is confirmed by expanding the right side: the cross terms \(f_n\varepsilon_m\) and \(f_m\varepsilon_n\) cancel. On the diagonal, \(f_n'=F_{nn}(\varepsilon_n'-\mu')\) with \(F_{nn}=\partial f/\partial\varepsilon=-f_n(1-f_n)/kT\), and \(2f_n\mathrm{Re}\,c_{nn}=-f_ns_{nn}\). Together,
\[
\gamma'_{mn}=F_{mn}\Gamma^{\rm sym}_{mn}-\bar f\,s_{mn}-\delta_{mn}F_{nn}\mu'. \tag{17}
\]
For a degenerate set, choose the basis that diagonalizes \(h-\varepsilon s\). The off-diagonal elements are then \(f(c_{mn}+c^*_{nm})=-fs_{mn}\) by (3), which agrees with (17) because \(\Gamma^{\rm sym}_{mn}=0\) there. With \(F=\partial f/\partial\varepsilon\) constant over the set, (17) is a matrix equation that holds in any basis of the set.

The density response is
\[
n'(x)=\sum_{mn}\gamma'_{mn}K_{nm}(x)+\sum_nf_nK'_{nn}(x). \tag{18}
\]
Integrating with \(\int K_{nm}=\delta_{nm}\) and \(\int K'=s\), the terms \(-f_ns_{nn}\) and \(+f_ns_{nn}\) cancel and \(\int n'=\sum_nF_{nn}(\Gamma_{nn}-\mu')\). A fixed electron number requires
\[
\mu'=\frac{\sum_nF_{nn}\Gamma_{nn}}{\sum_nF_{nn}}. \tag{19}
\]
Split (16) as \(\Gamma^{\rm sym}=\Gamma^0+\int V'K\), where \(\Gamma^0\) is the vertex at fixed local potential. Inserting this in (17) to (19), with \(a(x)=\sum_nF_{nn}K_{nn}(x)\) and \(F_\Sigma=\sum_nF_{nn}\), gives \(n'=n_0'+\chi_0V'\), where
\[
\chi_0(x,x')=\sum_{mn}F_{mn}K_{nm}(x)K_{mn}(x')-\frac{a(x)a(x')}{F_\Sigma},
\]
\[
n_0'=\sum_{mn}K_{nm}\left(F_{mn}\Gamma^0_{mn}-\bar fs_{mn}\right)-\frac{a}{F_\Sigma}\sum_nF_{nn}\Gamma^0_{nn}+\sum_nf_nK'_{nn}. \tag{20}
\]
With the adiabatic kernel \(W=\delta v_{\rm Hxc}/\delta n\), \(V'=v'_{\rm ion}+Wn'\), and so
\[
V'=(1-W\chi_0)^{-1}\left(v'_{\rm ion}+Wn_0'\right). \tag{21}
\]
The dielectric operator is built from augmented pair densities, and the source holds a term \(Wn_0'\) besides the ionic one.

**Limit: an insulator at zero temperature.** For \(n\) occupied and \(m\) empty, \(\gamma'_{mn}=c_{mn}=\Gamma^R_{mn}/(\varepsilon_n-\varepsilon_m)\), so the Sternheimer equation for an occupied state has the source \((h-\varepsilon_ns)\tilde\psi_n\). In that role \(\Gamma^R\) is exact. For both states occupied, \(F=0\) and \(\gamma'_{mn}=-s_{mn}\), a term that is absent when \(S=1\) and that keeps the occupied states orthonormal.

**Limit: an exact map.** Let \(K=T^{\dagger}|x\rangle\langle x|T\) exactly, with \(T\) invertible and the whole potential local. Then \(G_{mn}=\int V'K_{mn}\), and (6) gives \(\Gamma^0_{mn}=-(\varepsilon_n-\varepsilon_m)A_{mn}\), so \(F\Gamma^0=-(f_n-f_m)A\) and \(\Gamma^0_{nn}=0\). Since the \(\Psi_m\) are complete, \(T'\tilde\psi_n=\sum_m\Psi_mB_{mn}\), and \(K'_{nn}=\sum_m(K_{nm}B_{mn}+K_{mn}B^*_{mn})\). Exchanging \(m\) and \(n\) in the second part,
\[
\sum_nf_nK'_{nn}=\sum_{mn}K_{nm}\left[f_nB_{mn}+f_m(B^{\dagger})_{mn}\right]=\sum_{mn}K_{nm}\left[\bar fs_{mn}+(f_n-f_m)A_{mn}\right].
\]
The terms of (20) cancel and \(n_0'=0\): moving the representation at fixed potential cannot change the density. Equation (21) is then the ordinary all-electron screening. When part of the ionic potential sits in \(D^0\), or when \(K\) and \(D^0\) do not come from one map, nothing forces this cancellation.

This part has given the one-centre PAW forms of \(s\) and \(A\), the vertex term by term, and the screened change of potential \(V'\). It remains to write the coupling for phonons in a crystal, to test the formulas numerically on a six-cell chain, and to state the conditions under which they hold.
